# Lithographic Source Optimization for Worst Edge Slope as a Linear Program, part 1

(Sections cited here and not found follow in the second part.)

## 1. From source pixels to a linear program

### Definitions and conventions

All lengths are at wafer scale. The vacuum wavelength is $\lambda$, the numerical aperture is $NA$, and the immersion liquid has refractive index $n$. The mask is periodic along $x$ with pitch $p$ and uniform along $y$. Its amplitude transmission is 0 in a dark line of width $w$ centred at $x=0$, and 1 elsewhere. Positive edge slope means that intensity rises from the dark line into the bright space, so the edge considered is the one at $x=w/2$.

The source is divided into pixels $j$. The coordinates $(\sigma_{x},\sigma_{y})$ of a pixel are measured in pupil radii, so its plane wave has transverse spatial frequency
$$
\mathbf f_j=f_c(\sigma_{xj},\sigma_{yj}),\qquad f_c=\frac{NA}{\lambda}.
$$
The pixel has power $s_j\ge0$. Light from different pixels is mutually incoherent.

The imaging model is scalar, the mask is thin, and the lens is free of aberrations. At focus offset $z$ the pupil function is
$$
P(\mathbf f;z)=
\begin{cases}
\exp[i z k_z(\mathbf f)], & |\mathbf f|\le f_c,\\
0, & |\mathbf f|>f_c,
\end{cases}
\qquad
k_z=2\pi\sqrt{\frac{n^2}{\lambda^2}-|\mathbf f|^2}.
$$
The resist is represented by a threshold: an edge prints where intensity times dose reaches a fixed value.

### The field of one pixel

The Fourier coefficients of the mask follow from integrating over the clear part of a period. This equals the full period minus the dark line:
$$
a_m=\delta_{m0}-\frac1p\int_{-w/2}^{w/2}e^{-2\pi i m x/p}\,dx .
$$
Hence
$$
a_0=1-\frac wp,\qquad a_m=-\frac{\sin(\pi m w/p)}{\pi m}\quad(m\ne0).
$$

A tilted plane wave multiplies the mask transmission by $e^{2\pi i\mathbf f_j\cdot\mathbf r}$. This moves diffraction order $m$ to frequency $(f_{xj}+m/p,\,f_{yj})$. The pupil multiplies each order by its transmission, giving
$$
E_j(x)=\sum_m a_m P\!\left(f_{xj}+\frac mp,f_{yj};z\right)e^{2\pi i m x/p}.
$$
The common factor $e^{2\pi i\mathbf f_j\cdot\mathbf r}$ has been dropped. Its modulus is 1 everywhere, so it changes neither $|E_j|^2$ nor the derivative of $|E_j|^2$.

For an empty mask $a_0=1$ and all other coefficients vanish. Every source pixel inside the pupil then gives intensity 1 per unit power. This fixes the normalization.

### Why powers add

At one instant, the total field is $\sum_j\sqrt{s_j}\,e^{i\phi_j}\widetilde E_j$, where $\widetilde E_j$ includes the tilt factor. Its squared modulus contains the cross terms
$$
\sqrt{s_js_k}\,e^{i(\phi_j-\phi_k)}\widetilde E_j\widetilde E_k^* .
$$
Independent phases, uniformly distributed over a full turn, satisfy $\langle e^{i(\phi_j-\phi_k)}\rangle=\delta_{jk}$. Averaging therefore leaves
$$
I(x)=\sum_j s_j|E_j(x)|^2 .
$$
With the mask and lens fixed, the functions $E_j$ do not depend on the powers. The intensity is therefore linear in $s_j$. If two pixels had a fixed phase relation, their cross term would survive and would contain $\sqrt{s_js_k}$, which is not linear.

Differentiation with respect to position leaves the powers untouched:
$$
\frac{dI}{dx}
=\sum_j s_j\left(E_j^*\frac{dE_j}{dx}+E_j\frac{dE_j^*}{dx}\right)
=\sum_j s_j\,2\,\mathrm{Re}\!\left(E_j^*\frac{dE_j}{dx}\right).
$$
The last step holds because the two terms in the bracket are complex conjugates. For a two-dimensional pattern, $d/dx$ is replaced by the derivative along the edge normal, with the same linearity.

These two formulas were compared with a calculation that sent tilted waves through a sampled mask, filtered them by Fourier transform and averaged explicitly over phases. The case had pitch 160 nm, focus 40 nm and twelve pixels of total power 1. Near an edge, the intensities differed by $1.1\times10^{-6}$ of clear field and the slopes by $7.9\times10^{-8}\ \mathrm{nm}^{-1}$.

Linearity belongs to the source alone. Multiplying the mask transmission by a constant $c$ multiplies every $E_j$ by $c$ and every intensity by $|c|^2$. An optimization over both mask and source is therefore not a linear program in these variables.

### Mirror groups

The mask is symmetric, so $a_{-m}=a_m$, and the pupil function is even in each frequency component. For the pixel mirrored to $-\sigma_x$, replacing the summation index $m$ by $-m$ gives
$$
E_{-\sigma_x}(x)=\sum_m a_mP\!\left(f_x+\frac mp,f_y;z\right)e^{-2\pi i m x/p}=E_{\sigma_x}(-x).
$$
Equal powers in the two pixels make the intensity even in $x$. The two edges of a line then have equal intensities and equal slopes in the dark-to-bright direction. Mirroring $\sigma_y$ leaves the field unchanged.

The coefficients $a_m$ are real, and reversing focus conjugates $P$ inside the pupil. Thus
$$
E_j(x;-z)=\left[E_j(-x;z)\right]^* .
$$
After mirror averaging, positive and negative focus offsets give the same image. It is sufficient to constrain $z\ge0$. Aberrations that are odd across the pupil, or a pattern without mirror symmetry, generally make the two edges differ, so both edges must then be included. Aberrations that are even across the pupil, such as spherical aberration, or a mask with complex transmission, generally make the two focus signs differ, so both signs must then be included.

Let $u_k$ be the total power of group $k$, shared equally by its four mirror pixels. The exposure dose is included in $u_k$, and the unit is chosen so that the resist threshold equals 1. Clear-field intensity is then
$$
U=\sum_k u_k .
$$

Index $e$ denotes one edge condition, meaning one pitch at one focus. Four row vectors contain the group-averaged image per unit power:

- $A_e$ is the intensity at the target edge.
- $G_e$ is the slope there, multiplied by 100 to give percent of threshold per nm.
- $D_e$ is the intensity at the centre of the dark line.
- $B_e$ is the intensity at the centre of the bright space.

### The optimization problem

Slope alone is not a sufficient objective. Replacing $u$ by $cu$ multiplies all slopes by $c$, so an unlimited dose would give an unlimited slope. The edge intensities must be tied to the threshold. With an allowed relative deviation $\delta<1$, the problem is
$$
\begin{aligned}
\text{maximize}\quad & t\\
\text{subject to}\quad & G_e\cdot u\ge t,\\
&1-\delta\le A_e\cdot u\le1+\delta,\\
&D_e\cdot u\le d,\qquad B_e\cdot u\ge b,\\
&0\le u_k\le\frac{U}{FK}.
\end{aligned}
$$
Here $K$ is the number of groups, and $d$ and $b$ are the dark and bright limits. The last condition prevents concentration in a few pixels. If $N$ groups are lit, their total power is at most $NU/(FK)$, and since it equals $U$, one needs $N\ge FK$. Thus $F$ is a minimum pupil fill. The condition remains linear because $U$ is itself a sum of the unknowns.

The function $\min_e G_e\cdot u$ is not linear. It is the lower envelope of linear functions, hence concave and piecewise linear. The variable $t$ turns it into a linear objective: for a fixed $u$, the largest allowed $t$ is precisely the smallest of the slopes. All remaining conditions are linear, so the complete problem is a linear program.

### Why the optimum is finite

Each $A_{ek}$ is an average of squared moduli and cannot be negative. If $A_{ek}=0$, each contributing field vanishes at the edge. The slope formula contains the same fields as factors, so $G_{ek}=0$ too. On a finite source grid there is consequently a finite non-negative number $\rho_e$ with
$$
G_{ek}\le\rho_eA_{ek}\quad\text{for every }k .
$$
Multiplying by $u_k\ge0$ and summing gives
$$
t\le G_e\cdot u\le\rho_e A_e\cdot u\le\rho_e(1+\delta).
$$
The objective is bounded. If at least one source meets all conditions, the linear program has an optimum. If the conditions conflict, it has no solution, and the mask or the limits must change.

### Beam combinations for equal lines and spaces

For $w=p/2$,
$$
a_0=\frac12,\quad a_{\pm1}=-\frac1\pi,\quad a_{\pm2}=0,\quad a_{\pm3}=\frac1{3\pi}.
$$
Let $\theta=2\pi x/p$; the edge is at $\theta=\pi/2$. Take $\sigma_x>0$, so the negative first order is the one bent back into the pupil.

When orders 0 and $-1$ pass with phase difference $\psi$ due to focus, mirror averaging gives
$$
\begin{aligned}
I&=\frac14+\frac1{\pi^2}-\frac1{2\pi}\left[\cos(\theta-\psi)+\cos(\theta+\psi)\right]\\
&=\frac14+\frac1{\pi^2}-\frac1\pi\cos\psi\cos\theta .
\end{aligned}
$$
At the edge $\cos\theta=0$. The edge intensity is $1/4+1/\pi^2=0.3513$ at every pitch and focus, while the slope is $(2/p)\cos\psi$. Defocus reduces contrast but does not move this edge.

When orders 0 and $\pm1$ pass in focus, $E=1/2-(2/\pi)\cos\theta$. At the edge the field is $1/2$ and its derivative is $(2/\pi)(2\pi/p)=4/p$. The intensity is therefore $1/4$ and the slope is $2(1/2)(4/p)=4/p$.

When orders 0, $-1$ and $-3$ pass in focus,
$$
E=\frac12-\frac1\pi e^{-i\theta}+\frac1{3\pi}e^{-3i\theta}.
$$
At $\theta=\pi/2$, $e^{-i\theta}=-i$ and $e^{-3i\theta}=i$. Hence
$$
E=\frac12+\frac{4i}{3\pi},\qquad
\frac{dE}{d\theta}=\frac i\pi(-i)-\frac i\pi(i)=\frac2\pi .
$$
The edge intensity is $1/4+16/(9\pi^2)=0.4301$. The slope is $2(1/2)(2/\pi)(2\pi/p)=4/p$.

If order 0 passes alone, the intensity is $1/4$ and the slope is zero. Per unit power, in focus, the four cases are:

- Single beam: edge intensity 0.2500, slope 0.
- Two beams: edge intensity 0.3513, slope $2/p$.
- Three beams: edge intensity 0.2500, slope $4/p$.
- Two beams plus third order: edge intensity 0.4301, slope $4/p$.

The steeper combinations do not have the edge intensity of the two-beam image. A common dose for several pitches therefore creates a conflict between slope and edge position.

### Logarithmic slope and dose response

If dose changes by a relative amount $\varepsilon$, the printed edge satisfies $(1+\varepsilon)I(x)=1$. Expanding about the original contour, where $I=1$, gives
$$
\varepsilon+I'\Delta x=0,\qquad \Delta x=-\frac{\varepsilon}{I'}
$$
to first order. In the chosen units, a 3 % dose change moves an edge by 3 divided by its slope in %/nm. This is why absolute slope at threshold is a useful measure of edge stability.

Away from threshold, the logarithmic slope is $G_e\cdot u/A_e\cdot u$. Let $L$ be the largest attainable worst value of this ratio under the same constraints. The optimal LP source has ratios no smaller than $t/(1+\delta)$, hence $L\ge t/(1+\delta)$. Conversely, a source attaining $L$ has slopes at least $L(1-\delta)$, hence $t\ge L(1-\delta)$. Together,
$$
\frac t{1+\delta}\le L\le\frac t{1-\delta}.
$$
These statements use $t\ge0$. For $\delta=0$, both problems have the same optimum.

For $\delta>0$, maximizing the logarithmic slope is not itself one linear program. For any trial value $\ell$, however, $G_e\cdot u\ge\ell A_e\cdot u$ is linear because $A_e\cdot u>0$. Bisection on $\ell$ then reduces the task to a sequence of linear feasibility problems.

## 2. Optimality, source structure and a worked case

### Results carried forward

The unknown $u_k\ge0$ is the power of mirror group $k$ in threshold units, and $U=\sum_ku_k$. For edge condition $e$, the rows $G_e,A_e,D_e,B_e$ give slope, edge intensity, dark intensity and bright intensity. The program maximizes $t$ under $G_e\cdot u\ge t$, the edge band $1\pm\delta$, the dark limit $d$, the bright limit $b$ and the cap $u_k\le U/(FK)$. For equal lines and spaces, the in-focus edge intensities per unit power are 0.2500 for one or three beams, 0.3513 for two beams, and 0.4301 when the third order joins two beams. The corresponding slopes are 0 or $4/p$, $2/p$, and $4/p$.

### An upper bound on every source

Choose non-negative multipliers $y_e$ for the slope rows, with $\sum_ey_e=1$. Choose further non-negative multipliers $\mu_e^+$ and $\mu_e^-$ for the upper and lower edge bands, $\alpha_e$ and $\beta_e$ for dark and bright limits, and $\kappa_k$ for the caps. Since $t\le G_e\cdot u$ for every $e$, it is no larger than their weighted mean. Adding non-negative slacks preserves the inequality:
$$
\begin{aligned}
t\le{}&\sum_e\big[y_eG_e\cdot u+\mu_e^+(1+\delta-A_e\cdot u)\\
&+\mu_e^-(A_e\cdot u-1+\delta)+\alpha_e(d-D_e\cdot u)\\
&+\beta_e(B_e\cdot u-b)\big]
+\sum_k\kappa_k\left(\frac U{FK}-u_k\right).
\end{aligned}
$$
Now collect the terms multiplying each $u_k$. Define the merit of a group as
$$
v_k=\sum_e\left[y_eG_{ek}-(\mu_e^+-\mu_e^-)A_{ek}-\alpha_eD_{ek}+\beta_eB_{ek}\right],
$$
and let $\bar\kappa=\sum_l\kappa_l/(FK)$. The right side becomes
$$
W+\sum_ku_k(v_k+\bar\kappa-\kappa_k),
$$
where
$$
W=\sum_e\left[(1+\delta)\mu_e^+-(1-\delta)\mu_e^-+d\alpha_e-b\beta_e\right].
$$
If the multipliers obey $v_k+\bar\kappa-\kappa_k\le0$ for every group, the sum cannot be positive because $u_k\ge0$. Therefore $t\le W$ for every permitted source.

Finding the smallest such $W$ is the dual linear program. When the original problem has a finite optimum, linear-programming duality makes the two optimal values equal. A source and a set of multipliers with the same value thus certify each other.

At the optimum $t=W$, so nothing may be lost in this chain: each multiplier times its slack is zero, and so is each product $u_k(v_k+\bar\kappa-\kappa_k)$. This gives a selection rule. An unlit group has $v_k\le-\bar\kappa$, a partly lit group has $v_k=-\bar\kappa$, and a group at its cap has $v_k\ge-\bar\kappa$. The merit weighs the slope supplied by a pixel against its effect on the active intensity limits. A slope multiplier can be positive only for an edge whose slope equals $t$.

### Sensitivity to the edge band

The conditions on the multipliers do not contain $\delta$. Multipliers found at $\delta$ therefore still give a bound at another band width $\delta'$:
$$
t_{\rm opt}(\delta')\le t_{\rm opt}(\delta)+M(\delta'-\delta),
\qquad M=\sum_e(\mu_e^++\mu_e^-).
$$
Thus $M$ is the local price of the band. At a kink it lies between the left and right derivatives. The optimum is the smallest of a family of functions linear in $\delta$, so it is concave: equal increments in tolerance yield equal or diminishing gains.

Source optimization for the worst edge slope has been written as a linear program, with a dual that certifies the optimum, a rule for which groups are lit, and a price for the edge band. What remains is to count the partly lit groups and to work through a three-pitch example, including its checks and the effects the model omits.
